# Why Tunnelling Resistances of Joined Molecules Multiply Instead of Adding: verification in Python

```python
# Result under test: two molecular units A and B joined by one bond V obey,
# in coherent off-resonant tunnelling,
#     T_AB = V^2 / (Gamma_L Gamma_R) * T_A * T_B   (leading order),
# whereas added resistances would give 1/T_AB = 1/T_A + 1/T_B.
# T: transmission; Gamma: contact width (eV); g: Green function of an
# isolated unit (1/eV); each unit is a tuple (Hamiltonian, entry, exit).
# Energies are in eV and lengths in angstrom.
import numpy as np
from scipy.constants import h, e
from scipy.linalg import block_diag

HOP = -2.5           # hopping inside the units
BOND = -0.5          # bond joining the units
CONTACT = -0.5       # bond from an end site to a lead
LEAD = -5.0          # hopping inside the leads
FERMI = 0.5          # Fermi level measured from mid-gap
REPEAT = 6.0         # repeat length of the row of rings
GAMMA = 2 * CONTACT**2 / abs(LEAD)
R_QUANTUM = h / (2 * e**2) / 1e6     # megaohm


def chain(n):
    return HOP * (np.eye(n, k=1) + np.eye(n, k=-1))


def ring():
    ham = chain(6)
    ham[0, 5] = ham[5, 0] = HOP
    return ham


def join(units, bonds):
    """Connect the exit of each unit to the entry of the next."""
    ham = block_diag(*[u[0] for u in units])
    starts = np.cumsum([0] + [len(u[0]) for u in units])
    for k, bond in enumerate(bonds):
        i = starts[k] + units[k][2]
        j = starts[k + 1] + units[k + 1][1]
        ham[i, j] = ham[j, i] = bond
    return ham, units[0][1], starts[len(units) - 1] + units[-1][2]


def green(ham, energy, widths):
    matrix = energy * np.eye(len(ham)) - ham.astype(complex)
    for site, width in widths.items():
        matrix[site, site] += 0.5j * width
    return np.linalg.inv(matrix)


def transmission(unit, energy=FERMI, left=GAMMA, right=GAMMA):
    ham, i, j = unit
    return left * right * abs(green(ham, energy, {i: left, j: right})[i, j])**2


def wave_transmission(unit):
    """Scattering state with explicit leads, band centre at the Fermi level."""
    ham, i, j = unit
    n = len(ham)
    m = np.zeros((n + 2, n + 2), complex)
    rhs = np.zeros(n + 2, complex)
    m[0, 0], m[0, 1 + i], rhs[0] = 1j * LEAD, CONTACT, 1j * LEAD
    m[1:-1, 1:-1] = FERMI * np.eye(n) - ham
    m[1 + i, 0], rhs[1 + i] = -CONTACT, CONTACT
    m[1 + j, -1] = -CONTACT
    m[-1, -1], m[-1, 1 + j] = 1j * LEAD, CONTACT
    return abs(np.linalg.solve(m, rhs)[-1])**2


def added(t1, t2):
    return 1 / (1 / t1 + 1 / t2)


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


para, meta, wire = (ring(), 0, 3), (ring(), 0, 2), (chain(4), 0, 3)
series = join([para, wire], [BOND])
t_a, t_b, t_ab = map(transmission, (para, wire, series))

# Green-function transmission against explicit scattering waves
for unit in (para, meta, wire, series):
    assert close(transmission(unit), wave_transmission(unit), 1e-8)

# Isolated-unit Green functions and the effect of two contacts on one unit
g_a = green(para[0], FERMI, {}).real
g_b = green(wire[0], FERMI, {}).real
for unit, g in ((para, g_a), (wire, g_b)):
    for left, right in ((GAMMA, GAMMA), (2.0, 0.7)):
        i, j = unit[1:]
        d = ((1 + 0.5j * left * g[i, i]) * (1 + 0.5j * right * g[j, j])
             + left * right * g[i, j]**2 / 4)
        full = green(unit[0], FERMI, {i: left, j: right})[i, j]
        assert close(full, g[i, j] / d, 1e-10)
    assert close(transmission(unit), (GAMMA * g[i, j])**2, 0.01)

# Dyson closed form and series against inversion of the whole molecule;
# the last bond is so strong that the series diverges
left_g = green(para[0], FERMI, {0: GAMMA})
right_g = green(wire[0], FERMI, {3: GAMMA})
for bond in (BOND, HOP, -12.0):
    ham, i, j = join([para, wire], [bond])
    whole = green(ham, FERMI, {i: GAMMA, j: GAMMA})[i, j]
    first = left_g[0, 3] * bond * right_g[0, 3]
    loop = bond**2 * left_g[3, 3] * right_g[0, 0]
    assert close(whole, first / (1 - loop), 1e-10)
    partial = first * sum(loop**k for k in range(12))
    if abs(loop) < 1:
        assert close(partial, whole, 1e-10)
    else:
        assert not close(partial, whole, 1.0)

# Product rule, also with unequal contacts; added resistances fail
rule = BOND**2 / GAMMA**2 * t_a * t_b
assert close(t_ab, rule, 0.01)
assert added(t_a, t_b) > 10 * t_ab
uneq = [transmission(u, left=0.1, right=0.04) for u in (para, wire, series)]
assert close(uneq[2], BOND**2 / (0.1 * 0.04) * uneq[0] * uneq[1], 0.01)

# Leading bond correction, isolated by nearly vanishing contact widths
tiny = 1e-4
errors = []
for bond in (BOND, BOND / 2):
    t1, t2, t12 = [transmission(u, left=tiny, right=tiny)
                   for u in (para, wire, join([para, wire], [bond]))]
    errors.append(t12 / (bond**2 / tiny**2 * t1 * t2) - 1)
correction = 2 * BOND**2 * g_a[3, 3] * g_b[0, 0]
assert close(errors[0], correction, 0.02)
assert close(errors[0] / errors[1], 4, 0.02)

# The junction factor depends on the contacts
half = [transmission(u, left=GAMMA / 2, right=GAMMA / 2)
        for u in (para, wire, series)]
factor, factor_half = t_ab / (t_a * t_b), half[2] / (half[0] * half[1])
assert close(factor_half / factor, 4, 0.01)

# The wire multiplies the resistance of either ring by the same factor
t_m = transmission(meta)
t_mb = transmission(join([meta, wire], [BOND]))
growth = 1 / (BOND * g_b[0, 3])**2
assert close(t_a / t_ab, growth, 0.01) and close(t_m / t_mb, growth, 0.01)
assert t_m < 0.02 * t_a

# A strong joining bond makes the leading rule less accurate
t_strong = transmission(join([para, wire], [HOP]))
rule_strong = HOP**2 / GAMMA**2 * t_a * t_b
assert abs(t_strong / rule_strong - 1) > 10 * abs(t_ab / rule - 1)

# A row of equal rings decays exponentially
row = [transmission(join([para] * n, [BOND] * (n - 1))) for n in range(1, 6)]
decay_exact = np.log(row[3] / row[4]) / REPEAT
decay_rule = -2 * np.log(abs(BOND * g_a[0, 3])) / REPEAT
assert close(decay_exact, decay_rule, 0.005)
for n, value in enumerate(row):
    assert close(value, t_a * (BOND * g_a[0, 3])**(2 * n), 0.02)

# On resonance the product rule predicts an impossible transmission
e_res = np.linalg.eigvalsh(chain(4))[2]
t_res = transmission(wire, e_res)
t_res2 = transmission(join([wire, wire], [BOND]), e_res)
rule_res = BOND**2 / GAMMA**2 * t_res**2
assert rule_res > 1 and t_res2 < 1

# A metal site with a voltage probe between the units restores addition
metal = (np.array([[FERMI]]), 0, 0)
ham, i, j = join([para, metal, wire], [CONTACT, CONTACT])
mid = len(para[0])
probe = 2 * abs(LEAD)                # width given to the site by its metal
widths = {i: GAMMA, mid: probe, j: GAMMA}
g_full = green(ham, FERMI, widths)
sites = [i, mid, j]
t = np.array([[0 if p == q else widths[p] * widths[q] * abs(g_full[p, q])**2
               for q in sites] for p in sites])
balance = np.diag(t.sum(axis=1)) - t       # currents = balance @ voltages
v_mid = -balance[1, 0] / balance[1, 1]     # no net current into the probe
t_probe = (balance @ np.array([1, v_mid, 0]))[0]
t_direct = t[0, 2]
assert close(t_probe, added(t_a, t_b), 0.01)
assert close(t_direct, t_a * t_b / 4, 0.01)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("hopping inside units", HOP, "eV")
show("joining bond V", BOND, "eV")
show("contact bond", CONTACT, "eV")
show("lead hopping", LEAD, "eV")
show("contact width Gamma", GAMMA, "eV")
show("Fermi level above mid-gap", FERMI, "eV")
show("g para ring, end to end", g_a[0, 3], "1/eV")
show("g wire, end to end", g_b[0, 3], "1/eV")
show("g para ring, exit site", g_a[3, 3], "1/eV")
show("g wire, entry site", g_b[0, 0], "1/eV")
show("T para ring", t_a)
show("T wire", t_b)
show("T series, exact", t_ab)
show("T series, product rule", rule)
show("T series, added resistances", added(t_a, t_b))
show("bare product T_A T_B", t_a * t_b)
show("resistance quantum h/(2e^2)", R_QUANTUM, "megaohm")
show("R para ring", R_QUANTUM / t_a, "megaohm")
show("R wire", R_QUANTUM / t_b, "megaohm")
show("R series, exact", R_QUANTUM / t_ab, "megaohm")
show("R series, added", R_QUANTUM / added(t_a, t_b), "megaohm")
show("exact R / added R", added(t_a, t_b) / t_ab)
show("bond correction 2 V^2 g_aa g_bb", correction)
show("bond correction, measured at tiny Gamma", errors[0])
show("T_AB/(T_A T_B), Gamma as given", factor)
show("T_AB/(T_A T_B), Gamma halved", factor_half)
show("R growth by wire, rule 1/(V g)^2", growth)
show("R growth by wire, para ring, exact", t_a / t_ab)
show("R growth by wire, meta ring, exact", t_m / t_mb)
show("R growth if added, para ring", t_a / added(t_a, t_b))
show("R growth if added, meta ring", t_m / added(t_m, t_b))
show("T meta ring", t_m)
show("T meta ring + wire, exact", t_mb)
show("T series, bond -2.5 eV, exact", t_strong)
show("T series, bond -2.5 eV, rule", rule_strong)
show("ring repeat length", REPEAT, "angstrom")
for n, value in enumerate(row, 1):
    show(f"T row of {n} ring(s)", value)
show("T row of 5 rings, added resistances", t_a / 5)
show("decay constant, exact (4 to 5 rings)", decay_exact, "1/angstrom")
show("decay constant, rule", decay_rule, "1/angstrom")
show("wire resonance energy", e_res, "eV")
show("T one wire on resonance", t_res)
show("T two wires on resonance, exact", t_res2)
show("T two wires on resonance, rule", rule_res)
show("width of middle metal site", probe, "eV")
show("probe voltage / applied voltage", v_mid)
show("T with middle metal, total", t_probe)
show("T with middle metal, direct part", t_direct)
show("R with middle metal", R_QUANTUM / t_probe, "megaohm")
print("success")
```

Output:

```
hopping inside units: -2.5 eV
joining bond V: -0.5 eV
contact bond: -0.5 eV
lead hopping: -5 eV
contact width Gamma: 0.1 eV
Fermi level above mid-gap: 0.5 eV
g para ring, end to end: -0.21044 1/eV
g wire, end to end: -0.45372 1/eV
g para ring, exit site: -0.06229 1/eV
g wire, entry site: -0.17786 1/eV
T para ring: 0.00044273
T wire: 0.0020562
T series, exact: 2.2915e-05
T series, product rule: 2.2759e-05
T series, added resistances: 0.00036429
bare product T_A T_B: 9.1034e-07
resistance quantum h/(2e^2): 0.012906 megaohm
R para ring: 29.152 megaohm
R wire: 6.2769 megaohm
R series, exact: 563.22 megaohm
R series, added: 35.429 megaohm
exact R / added R: 15.897
bond correction 2 V^2 g_aa g_bb: 0.0055394
bond correction, measured at tiny Gamma: 0.0055625
T_AB/(T_A T_B), Gamma as given: 25.172
T_AB/(T_A T_B), Gamma halved: 100.59
R growth by wire, rule 1/(V g)^2: 19.43
R growth by wire, para ring, exact: 19.32
R growth by wire, meta ring, exact: 19.324
R growth if added, para ring: 1.2153
R growth if added, meta ring: 1.0022
T meta ring: 4.4283e-06
T meta ring + wire, exact: 2.2916e-07
T series, bond -2.5 eV, exact: 0.00065735
T series, bond -2.5 eV, rule: 0.00056896
ring repeat length: 6 angstrom
T row of 1 ring(s): 0.00044273
T row of 2 ring(s): 4.9121e-06
T row of 3 ring(s): 5.4489e-08
T row of 4 ring(s): 6.0443e-10
T row of 5 ring(s): 6.7048e-12
T row of 5 rings, added resistances: 8.8547e-05
decay constant, exact (4 to 5 rings): 0.75024 1/angstrom
decay constant, rule: 0.75057 1/angstrom
wire resonance energy: 1.5451 eV
T one wire on resonance: 0.99996
T two wires on resonance, exact: 0.0392
T two wires on resonance, rule: 24.998
width of middle metal site: 10 eV
probe voltage / applied voltage: 0.17704
T with middle metal, total: 0.00036416
T with middle metal, direct part: 2.2757e-07
R with middle metal: 35.442 megaohm
success
```
